Half-occupied defect eigenvalues and total-energy differences in supercells

**1. What reflection symmetry fixes**

Let n be the occupation of one defect orbital and E(n) the self-consistent energy of the supercell containing it. Since n is dimensionless, every derivative of E with respect to n is an energy, and dimensions alone cannot say which derivatives enter an estimate of an energy difference. Reflection about half occupation can. Take an occupation interval of width h centred on n = 1/2:

D(h) = E(1/2 + h/2) − E(1/2 − h/2).

Replacing h by −h exchanges the two energies, so D(−h) = −D(h). If E is smooth, D contains odd powers of h and no even ones:

D(h) = h E'(1/2) + c₃ h³ E'''(1/2) + … .

The second derivative of E, which describes how the level moves as it fills, is therefore absent. If E'(1/2) is the defect eigenvalue at half occupation, that eigenvalue gives the energy difference with an error that starts at third order. Janak's theorem supplies this identification, and a Taylor expansion supplies c₃ = 1/24.

**2. Conventions and statement**

The defect orbital φ_d has occupation n between 0 and 1, and all other occupations are fixed. Here n = 0 is the charge state +1 and n = 1 the neutral state, so the cell charge in units of the elementary charge is q = 1 − n. A uniform background neutralizes the cell. The zero-wavevector electrostatic term is omitted from both the energy and the potential; the two omissions must match, or the eigenvalue is not the derivative of the energy.

Write ε(n) for the defect eigenvalue and define

Δ = E(1) − E(0),
δ = Δ − ε(1/2).

If the same orbital is followed across the interval and ε has a continuous second derivative there, then

δ = ε''(ξ)/24 for some ξ between 0 and 1.

The error δ is relative to the total-energy difference of the same functional in the same cell. It does not measure the error of the functional, of the cell size or of the model.

For a charge-transition level, let E_v be the host valence edge on the same potential scale and E_F the Fermi level measured from E_v. The two charge states have equal formation energy when

E(0) + E_v + E_F = E(1),
E_F = Δ − E_v ≈ ε(1/2) − E_v.

Atomic reservoir terms cancel because both states contain the same atoms. Subtracting the same E_v from both forms, or applying the same alignment shift to both, leaves δ unchanged. A shift measured separately in each charged cell can depend on n, however, and its value at n = 1/2 need not equal the shift that enters the energy difference.

**3. Janak's theorem in the charged cell**

With orthonormal orbitals φ_i, occupations f_i and density ρ = Σ_i f_i|φ_i|², the energy at fixed ions is

E = Σ_i f_i⟨φ_i|T|φ_i⟩ + ∫ρ v_ext + ½∫∫ρ(r) w(r−r') ρ(r') + E_xc[ρ] + E_ion.

T is the kinetic operator and w the periodic interaction without its zero-wavevector part. Varying φ_i* changes the density by f_i φ_i δφ_i*. The Hartree term contains ρ twice, and the two equal contributions cancel its factor ½. Hence

δE/δφ_i* = f_i hφ_i,
h = T + v_ext + v_H + v_xc,

with v_H(r) = ∫w(r−r')ρ(r')dr' and v_xc = δE_xc/δρ.

Orthonormality is imposed with a Hermitian matrix of multipliers Λ:

f_i hφ_i = Σ_j Λ_ji φ_j.

Projection on φ_k gives f_i h_ki = Λ_ki, where h_ki = ⟨φ_k|h|φ_i⟩. Because Λ and h are both Hermitian,

f_i h_ki = Λ_ki = Λ_ik* = (f_k h_ik)* = f_k h_ki,
(f_i − f_k)h_ki = 0.

Orbitals with different occupations are thus uncoupled by h. Orbitals with equal occupations can be rotated among themselves to diagonalize h without changing ρ or E. The stationary orbitals can therefore be chosen to satisfy hφ_i = ε_iφ_i, also when one occupation is fractional.

Now change n and let all orbitals respond:

dE/dn = ⟨φ_d|h|φ_d⟩ + Σ_i f_i[⟨dφ_i/dn|h|φ_i⟩ + ⟨φ_i|h|dφ_i/dn⟩].

The first term is the explicit derivative at fixed orbitals: the kinetic energy of φ_d plus the potential energy of the added density |φ_d|². In the second term the eigenvalue equation gives

Σ_i f_i ε_i d⟨φ_i|φ_i⟩/dn = 0,

because the norms stay equal to one. The result is

dE/dn = ε(n).

The orbitals do relax; their response drops out of the first derivative because the energy is stationary. It remains in ε'(n), since the changed density changes h. At n = 0 the energy does not contain φ_d, so φ_d is defined there as the continuous limit of the eigenfunction, and the derivative is one-sided.

Two extensions matter in practice. If the energy depends on the orbitals through the density matrix γ = Σ_i f_i|φ_i⟩⟨φ_i|, as with nonlocal exchange, h becomes δE/δγ and the same steps apply. If the cell is sampled at several k-points with weights w_k adding to one, and the defect band has occupation n at each of them, the explicit derivative is the weighted sum Σ_k w_k ε_k(n). That average then replaces the single eigenvalue.

**4. The error term**

Integrating Janak's theorem gives

Δ = ∫₀¹ ε(n) dn.

Set n = 1/2 + t, with t from −1/2 to 1/2. Taylor's theorem with remainder reads

ε(1/2 + t) = ε(1/2) + tε'(1/2) + ½t²ε''(η_t),

where η_t lies between 1/2 and 1/2 + t. The linear term integrates to zero, which leaves

δ = ½∫ t² ε''(η_t) dt.

The weight t² is non-negative and its integral is

∫ t² dt = 2(1/2)³/3 = 1/12.

So δ lies between 1/24 of the smallest and 1/24 of the largest value of ε'' on the interval. Since ε'' is continuous, it takes the intermediate value 24δ at some ξ, which proves the statement of section 2. It also gives the bound

|δ| ≤ max|ε''|/24.

With more derivatives available, the even terms of the Taylor series can be integrated one by one. The fourth-order term contributes

(1/24)∫t⁴dt = (1/24)(2/5)(1/2)⁵ = 1/1920.

For an interval of width h, the limits ±h/2 give

D(h) = hε + h³ε''/24 + h⁵ε''''/1920 + …,

with all derivatives taken at n = 1/2. Since ε = E', the leading error is h³E'''/24. At the physical width h = 1 no small parameter remains: "third order" names the first derivative that contributes, and the error is small when the level moves nearly linearly with its occupation.

**5. Comparison with end-point eigenvalues**

The eigenvalue at the start of the interval is

ε(1/2 − h/2) = ε − hε'/2 + h²ε''/8 − … .

Multiplying by h and subtracting from D(h) gives

D(h) − hε(1/2 − h/2) = h²ε'/2 − h³ε''/12 + … .

This error begins at second order, with a leading term proportional to the slope ε' of the level. In the mean of the two end eigenvalues the odd terms cancel:

½[ε(1/2 − h/2) + ε(1/2 + h/2)] = ε + h²ε''/8 + h⁴ε''''/384 + … .

Its error follows from 1/24 − 1/8 = −1/12 and 1/1920 − 1/384 = −1/480:

D(h) − h(mean of ends) = −h³ε''/12 − h⁵ε''''/480 + … .

At leading order this is twice the midpoint error, with the opposite sign. Two parts midpoint and one part end mean therefore cancel the third-order term. At h = 1,

Δ ≈ [ε(0) + 4ε(1/2) + ε(1)]/6,

with leading error (2/3)(1/1920)ε'''' − (1/3)(1/480)ε'''' = −ε''''/2880, where ε'''' is the fourth derivative. The end eigenvalues require self-consistent calculations at n = 0 and n = 1, whose total energies already give Δ directly. The three-point rule is therefore a consistency check, not a cheaper route to Δ.

Two limits show what the midpoint does. If E is linear in n, ε is constant and any occupation gives Δ. If E is quadratic, ε is linear with slope U = ε', the midpoint error vanishes, and the eigenvalue at n = 0 misses Δ by U/2.

**6. Finite-size terms quadratic in charge**

Suppose the cell energy contains a spurious term κq²/2 with constant κ. For a transition from charge q₀ to q₀ − 1, set q = q₀ − n. The term changes the energy difference by

κ[(q₀ − 1)² − q₀²]/2 = κ(1 − 2q₀)/2,

and the half-occupied eigenvalue by

d(κq²/2)/dn at n = 1/2 = −κ(q₀ − 1/2) = κ(1 − 2q₀)/2.

The shifts are equal. A half-occupied eigenvalue therefore needs the same charge correction as the total-energy difference; using it does not remove the finite-size error. For the transition from +1 to 0 the shift is −κ/2. If the coefficient itself varies with n, for instance because the defect charge changes shape, the term is no longer quadratic and can add to δ.

**7. Relaxed ions**

Let u be an ionic coordinate and u(n) the position of a minimum that moves smoothly with n. The relaxed energy is E_rel(n) = E(n, u(n)), and

dE_rel/dn = ∂E/∂n + (∂E/∂u)(du/dn) = ε(n, u(n)),

because the force vanishes at the minimum. Sections 4 and 5 then apply to the relaxed curve, provided that the half-occupied cell has been relaxed at half occupation. Ions held at the minimum of the initial charge state give a vertical energy; ions relaxed in each charge state give the thermodynamic one.

The geometry matters at second order. Differentiating ∂E/∂u = 0 along the path gives

ε_u + E_uu du/dn = 0,
du/dn = −ε_u/E_uu,

where subscripts denote partial derivatives and E_nu = ε_u by Janak's theorem. If the half-occupied eigenvalue is evaluated at the geometry of the start of the interval, the displacement is missing by about (h/2)du/dn. After multiplication by h, the extra error in the energy difference is

(h²/2)ε_u du/dn = −h²ε_u²/(2E_uu).

For a stable minimum and nonzero ε_u this is negative, and the error of the midpoint eigenvalue is then of second order in h instead of third.

Harmonic ions with linear coupling are a useful limit. For

E(n,u) = E₀(n) + gnu + ½Mu²,

the minimum is u = −gn/M, and substitution gives

E_rel = E₀(n) − g²n²/M + g²n²/(2M) = E₀(n) − g²n²/(2M).

The relaxation energy is quadratic in n, so it adds nothing to the midpoint error. Anharmonic ions or nonlinear coupling can add to it.

**8. A one-dimensional supercell**

The example is a periodic model with round parameters, not a model of a particular material. Eight host ions of charge 2 are spaced by 4 bohr in a cell of 32 bohr, and a donor of charge 1 sits midway between two of them. Charges interact through a periodic soft-Coulomb kernel with softening length 1 bohr, truncated after its first 60 nonzero wavevectors. The exchange energy density in atomic units is −ρ²/(1 + ρ); correlation and spin polarization are left out. Sixteen electrons fill eight host orbitals, and the ninth orbital has occupation n.

At half occupation and fixed ions the defect level lies at −0.1407 hartree, between cell states at −0.4132 and 0.1129 hartree. Nearly 90 % of its density lies within 4 bohr of the donor. The squared overlap of the defect orbitals at n = 0 and n = 1 is 0.98, which supports treating them as one orbital.

Janak's theorem was tested at n = 0.3, away from the midpoint: a finite difference of total energies and the eigenvalue both give −0.15654 hartree. Four-point Gauss quadrature of ε(n) also reproduces the total-energy difference to the seven decimals printed.

The direct difference is

Δ = −14.7082036 + 14.5679524 = −0.1402512 hartree = −3.816 eV.

The half-occupied eigenvalue is −0.1407036 hartree, or −3.829 eV, so

δ = −0.1402512 + 0.1407036 = 0.0004524 hartree = 0.0123 eV.

The eigenvalue lies 12 meV below the energy difference. The size and sign of δ belong to this model; they follow ε'' and need not carry over to a real functional or defect. These energies refer to a zero cell average of the electrostatic potential, not to a host band edge.

From the computed curve, ε''(1/2) = 0.011275 hartree. The leading term is 0.011275/24 = 0.000470 hartree and the next is −0.000016 hartree. Their sum, 0.000454 hartree, agrees with δ to about 0.3 % of δ.

The eigenvalue at n = 0 gives a much larger error:

−0.1402512 + 0.1782083 = 0.0379571 hartree,

about 84 times δ in this cell. The ratio is not a property of the defect alone: a finite-size term κq²/2 adds κ to the slope ε' and κ/2 to this error, but nothing to δ, so the ratio changes with the cell size. The leading estimate ε'/2 = 0.0808/2 = 0.0404 hartree is about 6 % larger than this error. The mean of the ends has error −0.0008675 hartree. Combining the two third-order rules as in section 5 leaves

[2(0.0004524) − 0.0008675]/3 = 0.0000124 hartree.

Reducing h from 0.5 to 0.25 reduces the midpoint error from 5.82 × 10⁻⁵ to 0.732 × 10⁻⁵ hartree. The observed order is 2.99, against 1.98 for the start eigenvalue. Both orders were tested, as was the ratio of about −2 between the end-mean and midpoint errors at h = 0.25.

The curvature is far from constant: on the whole interval ε'' runs from −0.034 to 0.047 hartree. The bound of section 4 is therefore 0.04677/24 ≈ 0.00195 hartree, about four times the actual error. The tabulated eigenvalues show why. Their second differences, divided by 0.25², are about 0.029, 0.011 and −0.009 hartree at n = 0.25, 0.50 and 0.75. The curvature falls across the interval, and the part of this change that is odd about the midpoint cancels in the integral. A small δ thus does not show that ε is linear.

Adding a charge-squared term with κ = 0.02 hartree shifts both Δ and ε(1/2) by −0.01 hartree, as section 6 requires. Going from 128 to 96 grid points changes Δ by about 2 × 10⁻¹⁰ hartree. This tests the grid; the cell length was not varied. No charge correction was applied, so Δ, ε(1/2) and ε' still contain the finite-size term of this cell and are not values for an isolated defect.

For the relaxed case, the two ions next to the donor move outward by u, each held by a spring of 0.5 hartree/bohr². The minima are at u = −0.002, 0.039 and 0.078 bohr for n = 0, 1/2 and 1. The relaxed energy difference is −0.1445034 hartree (−3.932 eV) and the relaxed half-occupied eigenvalue is −0.1450565 hartree (−3.947 eV). Their difference is 0.00055 hartree, or 15 meV. Quadrature along the relaxed path reproduces the energy difference; the order in h was not tested separately there.

With the ions left at their n = 0 positions, the half-occupied eigenvalue is −0.1404732 hartree. Compared with the relaxed energy difference, its error is

−0.1445034 + 0.1404732 = −0.0040302 hartree,

about seven times larger in magnitude and negative, the sign derived in section 7.

**9. Use and failure**

A calculation of the level proceeds as follows.

1. Fix the defect occupation at 1/2 and all other occupations at their intended values. Smearing that redistributes electrons changes the path and the quantity being computed.
2. Converge the density, and relax the ions at this occupation if the thermodynamic level is wanted.
3. Identify the orbital by its overlap with the defect orbital of a neighbouring occupation, not by its index alone.
4. Apply the net charge correction and potential alignment that would be applied to the total-energy difference, then subtract the host valence edge. An alignment shift measured only in the half-occupied cell can differ from this.
5. To check the rule on a representative case, compute the two end points as well. Their total energies give δ directly, and their eigenvalues show whether the leading curvature term accounts for it. At leading order,

ε''/24 ≈ [ε(0) − 2ε(1/2) + ε(1)]/6,

because the bracket equals ε''/4 at that order. In the fixed-ion example this gives (−0.1782083 + 0.2814072 − 0.1005592)/6 = 0.00044 hartree, close to δ.

The estimate assumes a smooth path. If the defect level crosses another level, if the orbital changes from localized to extended, or if the ions jump to another minimum, ε(n) can jump or bend sharply inside the interval. The Taylor argument then fails or gives too large a bound to be useful, and the eigenvalue at n = 1/2 may describe one side of the change. Evaluating ε at several occupations can reveal this. If the orbital or the minimum changes, the two total energies should be computed directly.

Nor does a small δ validate the functional. A self-interaction error that makes E(n) curved but nearly quadratic leaves the midpoint rule accurate while both Δ and ε(1/2) carry the error of the end-point energies. The numerical output gives the remaining digits and the eigenvalues at intermediate occupations.

Table of computed values

```
Host ions 8, spacing 4.0 bohr, cell length 32.0 bohr
Ion charges: host 2.0, defect 1.0 (elementary charges)
Softening 1.0 bohr; spring constant 0.5 hartree/bohr^2
Grid points: 128
Fixed ions: n, E(n) in hartree, eps(n) in hartree
  0.00  -14.5679524  -0.1782083
  0.25  -14.6103228  -0.1603616
  0.50  -14.6479823  -0.1407036
  0.75  -14.6806164  -0.1203513
  1.00  -14.7082036  -0.1005592
State below defect level at n=1/2: -0.41319 hartree
State above defect level at n=1/2: 0.11289 hartree
Defect orbital weight within 4.0 bohr at n=1/2: 0.895
Squared overlap of defect orbitals at n=0 and n=1: 0.9815
Finite-difference dE/dn at n=0.3: -0.1565398 hartree
Eigenvalue at n=0.3: -0.1565399 hartree
Integral of eps over n: -0.1402512 hartree
E(1)-E(0): -0.1402512 hartree = -3.8164 eV
eps(1/2): -0.1407036 hartree = -3.8287 eV
Midpoint error: 0.0004524 hartree = 0.01231 eV
eps'(1/2): 0.080788 hartree; eps''(1/2): 0.011275 hartree
Third-derivative term: 0.0004698 hartree
Fifth-derivative term: -0.0000162 hartree
Range of eps'' on [0,1]: -0.03403 to 0.04677 hartree
24 times midpoint error: 0.01086 hartree
Width h; errors in hartree: midpoint, start eigenvalue, mean of ends
  1.00  0.00045237  0.03795702  -0.00086750
  0.50  0.00005821  0.00988722  -0.00011536
  0.25  0.00000732  0.00250405  -0.00001462
Observed order from h=0.5 to 0.25: midpoint 2.990, start 1.981
Charge-squared coefficient kappa: 0.02 hartree
Its shift of E(1)-E(0): -0.010000 hartree
Its shift of eps(1/2): -0.010000 hartree
Change of E(1)-E(0) on a 96-point grid: 1.7e-10 hartree
Relaxed u at n=0, 1/2, 1: -0.00201, 0.03853, 0.07844 bohr
Relaxed E(1)-E(0): -0.1445034 hartree = -3.9321 eV
Relaxed eps(1/2): -0.1450565 hartree = -3.9472 eV
Relaxed midpoint error: 0.0005532 hartree = 0.01505 eV
Integral of relaxed eps over n: -0.1445034 hartree
eps(1/2) at the n=0 relaxed geometry: -0.1404732 hartree
```
